# Self-Consistent Frequency of a Quartic Oscillator with Negative Quadratic Coefficient, part 1

(Sections cited here and not found follow in the second part.)

## First half: the variational bound and the centred oscillator

A particle of mass $M$ moves in one dimension with the Hamiltonian

$$H=\frac{p^2}{2M}+V(x),\qquad V(x)=\frac a2x^2+\frac b4x^4,\qquad b>0. \tag{1}$$

In the lattice dynamics of a ferroelectric, $x$ can stand for the amplitude of one polar displacement pattern, measured from a high-symmetry structure. If the distortion lowers the energy, then $a<0$. The harmonic approximation about $x=0$ then gives $\omega^2=a/M<0$, an imaginary frequency. This says that $x=0$ is a maximum of the potential. It does not say what a particle with thermal and zero-point motion does there, because such a particle also samples displacements at which the quartic term is not negligible.

Hartree atomic units are used, so $\hbar=1$, and $T$ denotes the thermal energy, that is, Boltzmann's constant times the temperature. Since $b>0$, the potential confines the particle. The levels $E_j$ are discrete, and the free energy $F=-T\ln\sum_j e^{-E_j/T}$ is finite.

### (a) An upper bound on the free energy

**Question.** Let $H_0$ be a second Hamiltonian with discrete levels and free energy $F_0$, and let $\langle\cdot\rangle_0$ be the thermal average taken with $H_0$ at the same $T$. Find an upper bound on $F$ that uses only $F_0$ and averages of this kind.

**Solution.** For $T>0$ the two thermal density matrices are

$$\rho=e^{(F-H)/T},\qquad \rho_0=e^{(F_0-H_0)/T}, \tag{2}$$

because $e^{F/T}$ is the inverse of the partition function. Let $|j\rangle$ be the eigenstates of $\rho$ with eigenvalues $q_j>0$, and $|n\rangle$ those of $\rho_0$ with eigenvalues $p_n>0$. Define $w_{nj}=|\langle n|j\rangle|^2$. Both bases are complete and normalized, so $\sum_jw_{nj}=1$ and $\sum_nw_{nj}=1$. Consider

$$D=\mathrm{Tr}\,\rho_0(\ln\rho_0-\ln\rho)=\sum_{nj}w_{nj}\,p_n\ln\frac{p_n}{q_j}. \tag{3}$$

The inequality $\ln y\le y-1$ with $y=q_j/p_n$ gives $\ln(p_n/q_j)=-\ln y\ge 1-q_j/p_n$. Therefore

$$D\ge\sum_{nj}w_{nj}(p_n-q_j)=\sum_np_n-\sum_jq_j=1-1=0. \tag{4}$$

Inserting the logarithms of (2) into the definition of $D$ gives

$$D=\frac1T\left\langle F_0-H_0-F+H\right\rangle_0=\frac{F_0-F+\langle H-H_0\rangle_0}{T}. \tag{5}$$

Since $D\ge0$ and $T>0$,

$$F\le F_0+\langle H-H_0\rangle_0. \tag{6}$$

This is the Gibbs-Bogoliubov inequality. At $T=0$ the average is taken in the ground state of $H_0$, whose energy is $F_0$. The right side is then the expectation value of $H$ in that state. Expanding the state in eigenstates of $H$ shows that this value cannot lie below the lowest level of $H$, so (6) holds at $T=0$ as well.

Because the right side is an upper bound for every $H_0$, the best member of a chosen family is the one that makes it smallest.

### (b) The bound for harmonic trials

**Question.** Take the trial family

$$H_0=\frac{p^2}{2M}+\frac K2(x-x_0)^2,\qquad K=M\Omega^2>0, \tag{7}$$

with the same mass $M$. Evaluate the right side of (6) as a function of the centre $x_0$ and the stiffness $K$.

**Solution.** Put $u=x-x_0$. With the ladder operators $c,c^\dagger$ of the trial oscillator,

$$u=\ell(c+c^\dagger),\qquad \ell^2=\frac1{2M\Omega}. \tag{8}$$

Applying $u$ twice to the number state $|n\rangle$ gives

$$u^2|n\rangle=\ell^2\left[\sqrt{(n+1)(n+2)}\,|n{+}2\rangle+(2n+1)|n\rangle+\sqrt{n(n-1)}\,|n{-}2\rangle\right]. \tag{9}$$

The middle coefficient yields $\langle n|u^2|n\rangle=\ell^2(2n+1)$. The fourth moment is the squared norm of (9):

$$\langle n|u^4|n\rangle=\ell^4\left[(n^2+3n+2)+(4n^2+4n+1)+(n^2-n)\right]=\ell^4(6n^2+6n+3). \tag{10}$$

The thermal weights are $p_n=(1-r)r^n$ with $r=e^{-\Omega/T}$. Differentiating the geometric series $\sum_nr^n=1/(1-r)$ once and twice gives

$$\bar n=\langle n\rangle_0=\frac r{1-r},\qquad \langle n(n-1)\rangle_0=(1-r)\,r^2\,\frac{2}{(1-r)^3}=2\bar n^2, \tag{11}$$

so $\langle n^2\rangle_0=2\bar n^2+\bar n$. The variance of the trial position is

$$\sigma=\langle u^2\rangle_0=\frac{2\bar n+1}{2M\Omega}=\frac1{2M\Omega}\coth\frac{\Omega}{2T}, \tag{12}$$

because $2\bar n+1=(1+r)/(1-r)=\coth(\Omega/2T)$. The fourth moment becomes

$$\langle u^4\rangle_0=\ell^4(12\bar n^2+12\bar n+3)=3\ell^4(2\bar n+1)^2=3\sigma^2. \tag{13}$$

The odd moments vanish, since $H_0$ is unchanged by $u\to-u$. Expanding $x=x_0+u$ then gives

$$\langle x^2\rangle_0=x_0^2+\sigma,\qquad \langle x^4\rangle_0=x_0^4+6x_0^2\sigma+3\sigma^2. \tag{14}$$

The trial free energy follows from the levels $(n+\tfrac12)\Omega$:

$$F_0=-T\ln\frac{e^{-\Omega/2T}}{1-e^{-\Omega/T}}=\frac\Omega2+T\ln\left(1-e^{-\Omega/T}\right). \tag{15}$$

The kinetic terms of $H$ and $H_0$ are equal and cancel in $\langle H-H_0\rangle_0$. Hence the bound is

$$F_v(x_0,K)=F_0-\frac{K\sigma}2+\frac a2(x_0^2+\sigma)+\frac b4\left(x_0^4+6x_0^2\sigma+3\sigma^2\right). \tag{16}$$

Here $\sigma$ and $F_0$ depend on $K$ and $T$, but not on $x_0$.

### (c) The best stiffness

**Question.** Minimize $F_v$ over $K$ at fixed $x_0$. For the centred trial, $x_0=0$, decide for which $a$ and $T$ a real frequency exists, and whether it is unique.

**Solution.** The derivative of (15) with respect to $\Omega$ is

$$\frac{dF_0}{d\Omega}=\frac12+\frac{e^{-\Omega/T}}{1-e^{-\Omega/T}}=\frac12+\bar n=M\Omega\,\sigma, \tag{17}$$

where the last step uses (12). Since $\Omega=\sqrt{K/M}$, we have $d\Omega/dK=1/(2M\Omega)$, and so $dF_0/dK=\sigma/2$. Writing $\sigma'=\partial\sigma/\partial K$, the derivative of (16) is

$$\frac{\partial F_v}{\partial K}=\frac\sigma2-\frac\sigma2-\frac{K\sigma'}2+\frac{a\sigma'}2+\frac b4\left(6x_0^2\sigma'+6\sigma\sigma'\right). \tag{18}$$

The two terms $\pm\sigma/2$ cancel, which leaves

$$\frac{\partial F_v}{\partial K}=\frac{\sigma'}2\,G(K),\qquad G(K)=a+3b(x_0^2+\sigma)-K. \tag{19}$$

To locate the zeros we need the behaviour of $\sigma$ as a function of $K$. Expand $\cosh(zy)$ on $-1\le y\le1$ in a cosine series. Two integrations by parts give

$$\int_{-1}^{1}\cosh(zy)\cos(n\pi y)\,dy=\frac{2z(-1)^n\sinh z}{z^2+n^2\pi^2}. \tag{20}$$

The periodic continuation of $\cosh(zy)$ is continuous, so the series may be evaluated at $y=1$, where $\cos n\pi=(-1)^n$. Dividing by $\sinh z$ gives

$$\coth z=\sum_{n=-\infty}^{\infty}\frac z{z^2+n^2\pi^2}. \tag{21}$$

With $z=\Omega/2T$ and $\nu_n=2\pi nT$, equation (12) becomes

$$\sigma=\frac TM\sum_{n=-\infty}^{\infty}\frac1{\Omega^2+\nu_n^2}=\sum_{n=-\infty}^{\infty}\frac{T}{K+M\nu_n^2}. \tag{22}$$

Each term is positive, decreasing and convex in $K$. The series and its first two derivatives converge uniformly on any range of $K$ bounded away from zero, so $\sigma'<0$ and $\sigma''>0$. The term $n=0$ is $T/K$, so $\sigma\to\infty$ as $K\to0$. From (12), $\sigma\to0$ as $K\to\infty$. At $T=0$ the hyperbolic cotangent equals one and

$$\sigma=\frac1{2\sqrt{MK}}, \tag{23}$$

which has the same four properties.

Therefore $G$ decreases strictly, from $+\infty$ at $K\to0$ to $-\infty$ at $K\to\infty$, and it has one zero. Below the zero $G>0$, and since $\sigma'<0$ the bound falls with $K$. Above the zero the bound rises. The zero is thus the global minimum over $K$ at the given $x_0$. For the centred trial it satisfies

$$\boxed{\;M\Omega^2=K=a+3b\sigma,\qquad \sigma=\frac1{2M\Omega}\coth\frac\Omega{2T}\;} \tag{24}$$

This is the self-consistent frequency. For $b>0$ it is real and positive for every $a$ and every $T\ge0$. For $a<0$ no further condition on the temperature, the mass or the depth of the well is needed.

The potential has curvature $V''(x)=a+3bx^2$, whose trial average is $a+3b\sigma$ at $x_0=0$. Equation (24) says that the effective stiffness is the curvature averaged over the oscillator's own spread. If the trial were very soft, it would spread far out and meet a large positive curvature, which would stiffen it. This feedback prevents $K$ from reaching zero. For $a<0$, positivity of $K$ requires $\sigma>|a|/3b$. The root-mean-square spread must therefore exceed the distance $\sqrt{|a|/3b}$ at which $V''$ changes sign.

The condition $b>0$ is essential. For $b=0$ and $a\le0$, $G=a-K$ has no positive zero. For $b<0$ the potential is unbounded below and $F$ does not exist.

The minimum value of the bound is not the harmonic free energy evaluated at $\Omega$. Inserting $a=K-3b\sigma$ into (16) at $x_0=0$ gives

$$F_v=F_0-\frac{K\sigma}2+\frac{(K-3b\sigma)\sigma}2+\frac{3b\sigma^2}4=F_0(\Omega)-\frac34b\sigma^2. \tag{25}$$

The last term removes the double counting of the quartic energy, part of which is already contained in $K$.

### (d) Temperature dependence and limits

**Question.** How does the centred $K$ change with $T$? Find it in the classical limit, and for $a<0$ find it at $T=0$ in a deep well.

**Solution.** At fixed $K$, $\coth(\Omega/2T)$ increases with $T$, so $\sigma$ and $G$ increase too. Because $G$ decreases with $K$, its zero moves to larger $K$. The centred mode therefore hardens on heating and softens on cooling.

For $\Omega\ll T$ use $\coth z\approx1/z+z/3$ in (12):

$$\sigma\approx\frac TK+\frac1{12MT}. \tag{26}$$

The first term is the classical variance. Keeping it alone turns (24) into $K^2-aK-3bT=0$, with the positive root

$$K_{\rm cl}=\frac{a+\sqrt{a^2+12bT}}2. \tag{27}$$

All terms with $n\ne0$ in (22) are positive, so the quantum variance at given $K$ exceeds $T/K$, and the quantum $K$ lies above $K_{\rm cl}$. For $a<0$ and $12bT\ll a^2$, the square root is approximately $|a|+6bT/|a|$, and

$$K_{\rm cl}\approx\frac{3bT}{|a|}. \tag{28}$$

A classical centred mode thus becomes soft in proportion to $T$. For a given mass this law has a lower limit of validity. The condition $\Omega^2\ll T^2$ with $\Omega^2=3bT/(M|a|)$ requires $T\gg3b/(M|a|)$. Together with $12bT\ll a^2$ this leaves a range of temperature only if $M|a|^3/b^2\gg36$, which the example of part (g), with the value 24, does not meet. In that range the centred trial is also not the best Gaussian. In the classical limit a displaced trial, treated in part (f), has the lower bound for $T$ below about $0.12\,a^2/b$.

At $T=0$, equations (23) and (24) give

$$K=a+\frac{3b}{2\sqrt{MK}}. \tag{29}$$

In a deep well, $K\ll|a|$, the two terms on the right nearly cancel. Then $\sqrt{MK}\approx3b/(2|a|)$, and

$$K\approx\frac{9b^2}{4Ma^2}. \tag{30}$$

The assumption $K\ll|a|$ holds if $9b^2/(4M|a|^3)\ll1$. In ordinary units (30) carries a factor $\hbar^2$. Zero-point motion keeps the stiffness positive, and the stiffness vanishes as $M\to\infty$. In such a deep well the centred solution is only a local minimum. At $T=0$ a displaced trial, treated in part (f), has the lower bound once $|a|^{3/2}\sqrt M/b$ exceeds about 3.1.

## Second half: displaced oscillators, a worked example and the meaning of the frequency

The potential is $V=ax^2/2+bx^4/4$ with $b>0$, and $T$ is the thermal energy. The trial oscillator has centre $x_0$, stiffness $K=M\Omega^2$ and variance $\sigma(K)=\coth(\Omega/2T)/(2M\Omega)$. This variance is decreasing and convex in $K$, and at fixed $K$ it increases with $T$. The upper bound on the free energy is $F_v(x_0,K)$ of equation (16). At fixed $x_0$ it has one minimum over $K$, at the zero of the decreasing function $G(K)=a+3b(x_0^2+\sigma)-K$. For $x_0=0$ this gives $K=a+3b\sigma>0$.

### (e) Letting the centre move

**Question.** Is the centred solution still a minimum when $x_0$ is free? What does its $K$ mean for the response to a small static force $f$, which adds $-fx$ to $H$?

**Solution.** At fixed $K$, equation (16) gives

$$\frac{\partial F_v}{\partial x_0}=ax_0+\frac b4\left(4x_0^3+12x_0\sigma\right)=x_0\left(a+bx_0^2+3b\sigma\right). \tag{31}$$

Let $K(x_0)$ be the best stiffness for a given centre, and let $\bar F(x_0)=F_v(x_0,K(x_0))$. Since $\partial F_v/\partial K=0$ at $K(x_0)$, the change of $K$ with $x_0$ does not contribute to the first derivative of $\bar F$, which is therefore given by (31). The condition $G=0$ reads $a+3b\sigma=K-3bx_0^2$, and inserting it yields

$$\frac{d\bar F}{dx_0}=x_0\left[K(x_0)-2bx_0^2\right]. \tag{32}$$

Differentiating once more at $x_0=0$ gives

$$\left.\frac{d^2\bar F}{dx_0^2}\right|_{x_0=0}=K(0)>0. \tag{33}$$

The centred solution is a local minimum for every $a$ and $T$. This alone does not make it the lowest minimum.

The force adds $-f\langle x\rangle_0=-fx_0$ to the bound and leaves the equation for $K$ at given $x_0$ unchanged. Near the centred minimum, $\bar F\approx\bar F(0)+Kx_0^2/2-fx_0$, whose minimum is at $x_0=f/K$. Within the Gaussian approximation, $K$ is thus the static stiffness of the centred state.

### (f) Displaced minima

**Question.** Find the stationary points with $x_0\ne0$, decide which are minima, and determine when they exist at $T=0$. What does heating do to them?

The centred trial has a unique, real self-consistent frequency for every $a$ and every $T\ge0$, and it remains a local minimum of the bound when the centre is free to move. Still to come are the answer to question (f) on displaced minima, a worked numerical example, and what the self-consistent frequency does and does not tell about the oscillator itself.
